# Choosing a flow law near the Knudsen minimum between parallel plates

## The situation

Gallium vapour at 1500 K and 0.09 Torr is drawn through a slit 3 mm high. With a rough collision diameter of 0.40 nm, the mean free path is 2.4 mm. This is comparable with the gap, so neither collisions with the walls nor collisions between molecules can be neglected. A viscous flow law assumes many collisions between the walls. A free-flight law assumes almost none. Which should a vapour-transport calculation use, and what happens if the pressure is changed?

The setting discussed here is the choice of flow law, together with two numbers that a kinetic law needs: the collision rate and the number of cells across the gap. It belongs to a gas-flow calculation. Electronic-structure theory can enter through the interatomic potential, which determines the viscosity and hence the collision rate.

## What the kinetic law solves

The plates lie at $x=\pm H/2$, and the flow is along $z$. The plates are infinite, the temperature $T$ is uniform, and the vapour has one component. Define

$$v_0=\sqrt{\frac{2kT}{m}},\qquad X=\frac{x}{H},\qquad \kappa=-\frac{H}{p}\frac{dp}{dz}\ll1 .$$

Molecular velocities are written $v_0\mathbf c$. The distribution is $f=f_M(1+h)$, where $f_M\propto p(z)e^{-\mathbf c^2}$ is a Maxwellian at rest with the local density, and $h$ is of order $\kappa$.

The steady BGK equation is $\mathbf v\cdot\nabla f=\nu(f_{eq}-f)$. Collisions, at rate $\nu$, replace the distribution by a Maxwellian $f_{eq}$ with the local density, velocity and temperature. The pressure gradient produces an $h$ that is odd in $c_z$, so it changes neither density nor temperature at first order. If the flow velocity is $v_0u$, then

$$f_{eq}\simeq f_M(1+2c_zu).$$

On the left, the $z$-derivative acts on $p$ in $f_M$, and the $x$-derivative acts on $h$. The $z$-derivative of $h$ is of second order and is dropped. Dividing by $f_M$ and multiplying by $H/v_0$ gives

$$c_x\frac{\partial h}{\partial X}-\kappa c_z=\delta(2c_zu-h),\qquad \delta=\frac{\nu H}{v_0}.$$

The rate $\nu$ follows from the viscosity $\mu$. In a weak uniform shear, the leading part of $h$ is $2c_zu$. Putting this in the streaming term gives the correction $h_1=-(2/\delta)c_xc_zu'$. The Maxwellian average of $c_x^2c_z^2$ is $1/4$, and $\rho v_0^2=2p$, where $\rho$ is the mass density. The shear stress is therefore

$$\rho v_0^2\langle c_xc_zh_1\rangle=-\frac{2p}{2\delta}u'=-\frac p\delta u'.$$

Newton's law gives $-\mu(v_0/H)u'$ for the same stress. Hence

$$\delta=\frac{pH}{\mu v_0},\qquad \nu=\frac p\mu .$$

This $\delta$ is the rarefaction parameter: small for free flight, large for viscous flow. With the mean free path defined as $\lambda=(\sqrt\pi/2)\mu v_0/p$, the Knudsen number is $Kn=\lambda/H=\sqrt\pi/(2\delta)$. Other definitions of $\lambda$ change $Kn$ but not $\delta$.

Only the $z$-momentum is needed. Write $c=c_x$, multiply the equation by $c_z$, and average over $c_y$ and $c_z$ with their Gaussian weights. Call the average of $c_zh$ $\kappa\varphi(X,c)$ and set $u=\kappa U$. Since $\langle c_z^2\rangle=1/2$,

$$c\frac{\partial\varphi}{\partial X}+\delta\varphi=S(X),\qquad S=\delta U+\frac12,$$

$$U(X)=\frac1{\sqrt\pi}\int_{-\infty}^{\infty}\varphi(X,c)e^{-c^2}dc .$$

Diffuse plates re-emit molecules with no mean tangential velocity, so $\varphi=0$ for molecules leaving a plate. No net condensation is allowed.

The mass flow per unit plate width is $M'=\rho v_0H\kappa\int U\,dX$. Define $G=2\int U\,dX$ and use $\rho=2p/v_0^2$:

$$M'=\frac{pH}{v_0}\kappa G=-G(\delta)\frac{H^2}{v_0}\frac{dp}{dz}.$$

At fixed $H$, $T$ and pressure gradient, the mean pressure affects the flow through $G$ alone. A minimum of $G$ is then a minimum of the mass flow as the pressure varies. Varying $H$ is a different experiment, because $H^2$ also changes.

## From trajectories to cells

For $c>0$, a molecule comes from the lower plate. Multiplying the equation by $e^{\delta X/c}/c$ makes its left side a total derivative, and integration gives

$$\varphi(X,c)=\int_{-1/2}^{X}\frac{e^{-\delta(X-Y)/c}}cS(Y)\,dY .$$

Molecules with $c<0$ give the mirror-image integral from the upper plate. Adding both,

$$U(X)=\frac1{\sqrt\pi}\int_{-1/2}^{1/2}T_{-1}(\delta|X-Y|)S(Y)\,dY,$$

$$T_{-1}(t)=\int_0^\infty\frac{e^{-c^2-t/c}}c\,dc .$$

Divide the gap into $N$ cells of width $\ell=1/N$ and take $U$ constant in each. Averaging the equation over cell $i$ gives

$$U_i=\sum_jP_{ij}\left(U_j+\frac1{2\delta}\right),\qquad P_{ij}=\frac{\delta}{\sqrt\pi\,\ell}\int_i\!\int_jT_{-1}(\delta|X-Y|)\,dY\,dX .$$

$P_{ij}$ is the probability that a molecule whose last collision was in cell $j$ next collides in cell $i$. Indeed, a molecule of transverse speed $c$ has free-path density $(\delta/c)e^{-\delta s/c}$ in the distance $s$ across the gap, and averaging this over the Maxwellian gives the kernel.

The cell integrals can be done before the velocity integral. Let $\tau=\delta\ell=\delta/N$. For cells $k\ge1$ places apart,

$$\int_{k\ell}^{(k+1)\ell}\!dX\int_0^\ell dY\,e^{-\delta(X-Y)/c}
=\frac{c^2}{\delta^2}e^{-(k-1)\tau/c}\left(1-e^{-\tau/c}\right)^2 .$$

Within one cell, the separation $s$ occurs with weight $2(\ell-s)$, so

$$2\int_0^\ell(\ell-s)e^{-\delta s/c}ds
=\frac{2c^2}{\delta^2}\left(\frac\tau c-1+e^{-\tau/c}\right).$$

Restoring the factor $1/c$ and the prefactor of $P$ gives

$$P_k=\frac1{\sqrt\pi\,\tau}\int_0^\infty c\,e^{-c^2}e^{-(k-1)\tau/c}\left(1-e^{-\tau/c}\right)^2dc,$$

$$P_0=\frac2{\sqrt\pi\,\tau}\int_0^\infty c\,e^{-c^2}\left(\frac\tau c-1+e^{-\tau/c}\right)dc .$$

The logarithmic singularity of the kernel at $t=0$ has gone. Substituting $c=e^y$ spreads out the slow transverse speeds, and equal steps in $y$ then suffice. What remains is a linear system for the $U_i$, followed by $G_N=(2/N)\sum_iU_i$.

## How many cells are enough

Let $K$ be the integral operator with kernel $k(X,Y)=(\delta/\sqrt\pi)T_{-1}(\delta|X-Y|)$. Since $\delta U=KS$, the source obeys $(I-K)S=1/2$. Let $r(X)=\int k\,dY$, which is below one because some molecules reach a plate. Because $k$ is symmetric and positive, any nonzero function $g$ satisfies

$$\langle g,(I-K)g\rangle=\int(1-r)g^2dX+\frac12\iint k\,[g(X)-g(Y)]^2dX\,dY>0 .$$

Consider the functional $J[g]=\int g\,dX-\langle g,(I-K)g\rangle$. Put $g=S+e$. The terms linear in $e$ cancel by the equation for $S$, so

$$J[g]=\frac12\int S\,dX-\langle e,(I-K)e\rangle .$$

The cell equations make $J$ stationary among piecewise constant functions. At their solution $S_N$, $J=\frac12\int S_N\,dX$. Since $G=(2/\delta)(\int S\,dX-\frac12)$,

$$G-G_N=\frac4\delta\langle e,(I-K)e\rangle\ge0 .$$

The cell result is a lower bound, apart from quadrature and rounding errors. The solution error $e$ is proportional to the cell width, so the flow error is of second order in that width. The slope of $U$ diverges logarithmically at the plates, but its square is integrable and the estimate survives.

At $\delta=1$, 100 cells give $G=1.5386491$ and 200 cells give $1.5386710$. The value extrapolated from 400 and 800 cells is $1.5386785$. The two deficits are $2.94\times10^{-5}$ and $0.75\times10^{-5}$, a ratio of 3.9, close to the 4 expected for second order. The extrapolation

$$G\simeq\frac{4G_{2N}-G_N}{3}$$

removes that leading error.

For thick gaps, the cell must also be thin compared with a free path. Far from the walls, the mean square distance between successive collisions is

$$\frac{2\delta}{\sqrt\pi}\int_0^\infty s^2T_{-1}(\delta s)\,ds
=\frac4{\sqrt\pi\,\delta^2}\int_0^\infty c^2e^{-c^2}dc=\frac1{\delta^2}.$$

Replacing positions by cell centres amounts to linear interpolation of $s^2$. If $q$ is the fractional position between two grid points, this adds $q(1-q)\ell^2$, whose mean is $\ell^2/6$. The mean square distance becomes $(1+\tau^2/6)/\delta^2$ when $\tau\ll1$.

For a parabolic $U$, the cell equation in the interior reads $0=\frac12U''(1+\tau^2/6)/\delta^2+1/(2\delta)$. The curvature, and with it the viscous part of the flow, is too small by the fraction $\tau^2/6$. Keeping this below 0.1 per cent without extrapolation requires $\tau<0.077$, or $N>13\delta$. This rule is for $\delta\gg1$. Near $\delta=1$, the structure near the walls matters as well, and comparing two grids is the safer guide.

## When free flight is a good approximation

As $\delta\to0$, the collision source $\delta U$ drops out and $S\to1/2$. The flow becomes

$$G\simeq\frac1{\sqrt\pi}\iint T_{-1}(\delta|X-Y|)\,dX\,dY .$$

To find $T_{-1}$ at small $t$, split its velocity integral at a speed $a$ with $t\ll a\ll1$. Below $a$, set $e^{-c^2}=1$; above it, set $e^{-t/c}=1$. With $E_1(w)=\int_w^\infty e^{-q}dq/q\simeq-\gamma-\ln w$ at small $w$, where $\gamma=0.5772$ is Euler's constant,

$$\int_0^a\frac{e^{-t/c}}cdc=E_1(t/a)\simeq-\gamma-\ln t+\ln a,$$

$$\int_a^\infty\frac{e^{-c^2}}cdc=\frac12E_1(a^2)\simeq-\frac\gamma2-\ln a .$$

The arbitrary $a$ cancels in the sum, leaving $T_{-1}(t)\simeq-\ln t-3\gamma/2$. Also

$$-\iint\ln|X-Y|\,dX\,dY=-2\int_0^1(1-s)\ln s\,ds=2\left(1-\frac14\right)=\frac32 .$$

Therefore

$$G\simeq\frac{-\ln\delta+\frac32(1-\gamma)}{\sqrt\pi}\qquad(\delta\to0).$$

At $\delta=0.001$ this gives 4.255, against 4.274 from the cell solution. At $\delta=0.01$ it gives 2.956 against 3.050, which is 3 per cent low. At $\delta=0.1$ it gives 1.66 against 2.03, already 18 per cent low.

The logarithm has a physical source. Without collisions, a molecule with small transverse speed flies a long way along the channel between plates, and it carries information about the density far upstream or downstream. Collisions cut these flights off. This was tested by deleting molecules with transverse speeds below $0.1v_0$. Between $\delta=0.01$ and $0.001$ the full $G$ grows by 1.224; with the deletion it changes by 0.002.

The same argument shows where the formula fails. The channel must be both much longer and much wider than the mean free path. Otherwise its ends or side walls limit the long flights before collisions do, and $G$ cannot keep growing as the pressure falls. In a gap of 3 mm, $\delta=0.01$ means a mean free path of 266 mm, so a width of 60 mm would be far too small for this law.

## When viscous flow with slip is enough

At large $\delta$, consider the region many free paths from either plate. Rewrite the kinetic equation as

$$\varphi=U+\frac1{2\delta}-\frac c\delta\frac{\partial\varphi}{\partial X}.$$

Substituting the right side into itself, for a parabolic $U$, gives

$$\varphi=U+\frac1{2\delta}-\frac c\delta U'+\frac{c^2}{\delta^2}U'' .$$

Now average over the Gaussian in $c$. The linear term vanishes and $\langle c^2\rangle=1/2$, so

$$0=\frac1{2\delta}+\frac{U''}{2\delta^2},\qquad U''=-\delta .$$

By symmetry, $U=\frac\delta2(\frac14-X^2)+b$. The constant $b$ comes from the wall layers, whose thickness is of order $1/\delta$. The parabola has slope $\delta/2$ at the lower plate. A slip length $\sigma/\delta$ thus gives $b=\sigma/2$ at leading order. Since $\int(\frac14-X^2)dX=\frac16$,

$$G=\frac\delta6+\sigma+O\!\left(\frac1\delta\right).$$

The departure of the velocity from the parabola inside the layers is of order one over a width $1/\delta$, so it contributes to the last term.

The slip coefficient can be read from two quantities. The flow gives $G-\delta/6$, and the centre velocity gives $2U(0)-\delta/4$. At large $\delta$, each is approximately $\sigma+A/\delta$, with its own constant $A$. Twice the value at $\delta=60$ minus the value at $\delta=30$ eliminates $A$. The results are 1.017 from the flow and 1.016 from the centre. Terms of higher order in $1/\delta$ remain in both, and the exact BGK value for a diffuse wall is 1.0162. The flow value is thus high by about 0.001, which does not change the percentages below.

With $\sigma=1.017$, the formula $\delta/6+\sigma$ is below the kinetic $G$ by 1 per cent at $\delta=20$, 3 per cent at $\delta=10$ and 7 per cent at $\delta=5$. At $\delta=2$ the deficit is 15 per cent. All these percentages are relative to the BGK result for diffuse plates.

## The minimum between the two laws

$G$ grows without limit at both ends of the $\delta$ range and is continuous between them, so it has a minimum. Adding collisions to free flight first shortens the long flights and lowers the flow. With many collisions, the vapour moves collectively, and $G$ grows as its density rises. Setting the numerical derivative of $G$ to zero gives

$$\delta_{min}=1.072,\qquad Kn_{min}=0.827,\qquad G_{min}=1.538 .$$

If the Knudsen number were defined as $1/\delta$, the minimum would lie at 0.933. "Near Knudsen number one" therefore means of order one, and a precise value needs its definition.

An independent calculation marched the differential equation for $\varphi$ across the gap at a set of transverse speeds, repeating until $U$ settled. It gives $G=1.53808$ at $\delta_{min}$, the same as the cell method to the digits printed. At $0.8\delta_{min}$ and $1.2\delta_{min}$ it gives 1.54409 and 1.54244. Both are higher, so the minimum is bracketed.

The minimum is shallow. $G$ stays within 1 per cent of its lowest value from $\delta=0.75$ to $1.50$, a factor of two in pressure at fixed $H$ and $T$. A small error in the collision rate moves the position of the minimum proportionately but hardly changes the flow there.

The slip formula gives 1.196 at $\delta_{min}$, 22 per cent below the kinetic value. It also has no minimum, since its slope is $1/6$ everywhere. Fitting $\sigma$ to one flow near the minimum would therefore not repair its pressure dependence.

## The gallium slit

The slit is 3 mm high, 60 mm wide and 100 mm long. The mean pressure is 0.090 Torr, or 12.0 Pa, and the drop is 0.010 Torr, or 1.33 Pa. The first-order hard-sphere formula for diameter $d$,

$$\mu=\frac5{16}\frac{\sqrt{\pi mkT}}{\pi d^2},$$

gives 54.0 µPa s for $d=0.40$ nm. With $v_0=598.1$ m/s,

$$\delta=\frac{12.0\times0.003}{54.0\times10^{-6}\times598.1}=1.115,\qquad Kn=0.795 .$$

The kinetic solution gives $G=1.538$. The pressure gradient is $1.33/0.100=13.3$ Pa/m in magnitude, so the total mass flow is

$$1.538\,\frac{(0.003)^2}{598.1}\times13.3\times0.060
=1.85\times10^{-8}\ \mathrm{kg/s}=67\ \mathrm{mg/h}.$$

Viscous flow without slip has $G=\delta/6=0.186$ and predicts 8.1 mg/h, too low by a factor of eight. For infinite plates with this gap the minimum lies at 0.086 Torr. The side walls of the 60 mm wide slit move it down to about 0.081 Torr ($\delta\simeq1.0$). In either case the chosen pressure is close to it. Raising or lowering the pressure somewhat, with the gradient held fixed, hardly alters the flow.

These are rough conditions for gallium evaporation. The saturation pressure at 1500 K is roughly 0.15 Torr, so the vapour need not condense on walls at that temperature. Real surfaces may break the assumption of fully diffuse re-emission. If 10 per cent of molecules reflect specularly, the calculated flow rises by 13 per cent, the largest change among those computed here. A 10 K difference along the slit matters less. In free flight, the flux from each end scales as $p/\sqrt T$, so its effect relative to that of the pressure drop is about

$$\frac{\frac12(10/1500)}{0.010/0.090}=3\ \text{per cent}.$$

At $\delta=1.115$, collisions reduce this to about 1 per cent in the linearised BGK model. The effect adds to the flow if the outlet is hotter and subtracts if it is colder. Side walls and ends are also neglected. With $L$ the length and $W$ the width, the side-wall effect is of order $H/W=5$ per cent. The end effect can exceed $H/L=3$ per cent if the stated drop is measured between the vessels joined by the slit. In free flight, an opening passes a mass flow $\Delta p/(\sqrt\pi v_0)$ per unit area for a pressure difference $\Delta p$. Its resistance equals that of a channel of length $\sqrt\pi\,GH\simeq2.7H$, or 8 per cent of $L$. These are estimates of size, not calculated corrections. Condensation on a colder wall or a background gas would require a different model.

The collision rate is a smaller concern here. Changing the collision diameter by $+10$ or $-10$ per cent raises the flow by less than 0.5 per cent in either case. Both changes are increases because the starting point is close to the minimum. The position is more sensitive: since $\mu\propto d^{-2}$, a 10 per cent larger diameter lowers the pressure of the minimum by 17 per cent.

BGK has one relaxation rate and cannot match both the viscosity and the heat conductivity of a monatomic gas. Matching the conductivity instead would multiply $\delta$ by about $2/3$ and raise the flow by 1 per cent. This indicates the sensitivity to the rate; it is not a bound on the error of the BGK collision model.

The linearisation is safe for these numbers. The mean flow speed is $0.0026v_0$, and averaging $G$ over the pressures along the slit changes the flow by less than 0.01 per cent.

## Choosing the setting

For long, wide channels with diffuse walls and uniform temperature, the comparisons above support these choices:

- For $\delta\ge10$, use viscous flow with slip if an error of about 3 per cent is acceptable.
- For $\delta\le0.01$, use the logarithmic law with a similar tolerance, provided the channel is much longer and much wider than the mean free path.
- Between these values, use the kinetic solution. Set its collision rate from the viscosity, $\nu=p/\mu$, because momentum transfer governs this flow.
- Compare $N$ with $2N$ cells and extrapolate. At $\delta=1$, 100 cells already leave an error of only 0.002 per cent in $G$, far below the uncertainty from the surfaces.

The numerical output below gives $G$ at further values of $\delta$.

## Numbers as computed

```
Normalised flow G (dimensionless)
  delta =  0.01  Kn =  88.6227  G = 3.0496
  delta =  0.10  Kn =   8.8623  G = 2.0327
  delta =  0.50  Kn =   1.7725  G = 1.6019
  delta =  1.00  Kn =   0.8862  G = 1.5387
  delta =  2.00  Kn =   0.4431  G = 1.5949
  delta =  5.00  Kn =   0.1772  G = 1.9908
  delta = 10.00  Kn =   0.0886  G = 2.7686
  delta = 20.00  Kn =   0.0443  G = 4.3974
G at delta=1, 100 cells: 1.5386491
G at delta=1, 200 cells: 1.5386710
G at delta=1, extrapolated 400/800: 1.5386785
Minimum: delta = 1.0716
Minimum: Kn = 0.8270, 1/delta = 0.9332
Minimum: G = 1.53808
G within 1% of minimum: delta 0.747 to 1.500
Discrete ordinates G at minimum: 1.53808
Discrete ordinates G at 0.8, 1.2 times delta_min: 1.54409, 1.54244
delta=0.001: G = 4.2736, log formula 4.2551
delta=0.01: G = 3.0496, log formula 2.9560
Growth of G, delta 0.01 to 0.001: 1.2240
Same without transverse speeds < 0.1 v0: 0.0023
Slip coefficient from flow: 1.017
Slip coefficient from centre velocity: 1.016
delta/6 + slip at the minimum: 1.1958
Gallium vapour, rough inputs
  T = 1500 K, collision diameter = 0.40 nm
  H, W, L = 3, 60, 100 mm
  mean pressure = 0.090 Torr, drop = 0.010 Torr
  saturation pressure (rough) = 0.15 Torr
  v0 = 598.1 m/s, viscosity = 54.0 uPa s
  mean free path = 2.38 mm
  delta = 1.115, Kn = 0.795, G = 1.5383
  pressure at Knudsen minimum = 0.0865 Torr
  mass flow = 66.7 mg/h
  viscous no-slip mass flow = 8.1 mg/h
Neglected effects, relative change of flow
  10% specular reflection: +13.3 %
  10 K along slit, collisionless size: 3.0 %
  collision diameter +10%, -10%: +0.45, +0.22 %
  rate matched to conductivity: +1.01 %
  finite pressure drop: +0.0083 %
  mean flow speed / v0 = 0.00256
  H/L = 3.0 %, H/W = 5.0 %
```
